# Two equivalent forms of the muffin-tin Green function: verification in Python

```python
"""Equivalence of two multiple-scattering forms of G = (E - H)^(-1).

Juelich form:           -i k R(r<) H(r>) + R(r) Gs R(r')
Oak Ridge-Bristol form: Z(r) tau Z(r') - Z(r<) J(r>)
H = -Laplacian + non-overlapping spherical wells, Rydberg units, k = sqrt(E).
Outside a well: R = j - i k t h, H = h, J = j, Z = R/t (spherical Bessel/Hankel).
g: free structure constants; Gs = g + g t Gs; tau = (1/t - g)^(-1).
Elements are projected on real spherical harmonics at both radii.
"""
from math import factorial
import numpy as np
from numpy.polynomial.polynomial import polyval
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, lpmv

ENERGY = 0.5
K = np.sqrt(ENERGY)
LMAX = 5
RYD_EV = physical_constants["Rydberg constant times hc in eV"][0]


def l_list(lmax):
    return np.array([l for l in range(lmax + 1) for _ in range(2 * l + 1)])


LS = l_list(LMAX)
NL = len(LS)


def hankel(l, x, derivative=False):
    return spherical_jn(l, x, derivative) + 1j * spherical_yn(l, x, derivative)


def harmonics(vec, lmax):
    """Real spherical harmonics, last axis ordered l, m = -l..l."""
    cos_theta = vec[..., 2] / np.linalg.norm(vec, axis=-1)
    phi = np.arctan2(vec[..., 1], vec[..., 0])
    out = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            a = abs(m)
            norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - a) / factorial(l + a))
            if m > 0:
                norm = norm * np.sqrt(2) * np.cos(a * phi)
            elif m < 0:
                norm = norm * np.sqrt(2) * np.sin(a * phi)
            out.append(norm * lpmv(a, l, cos_theta))
    return np.stack(out, axis=-1)


def outgoing(vec, lmax):
    r = np.linalg.norm(vec, axis=-1)
    return hankel(l_list(lmax), K * r[..., None]) * harmonics(vec, lmax)


def angular_grid(n_theta):
    """Unit vectors and weights, exact up to degree 2 n_theta - 1."""
    n_phi = 2 * n_theta
    ct, wt = np.polynomial.legendre.leggauss(n_theta)
    ph = 2 * np.pi * np.arange(n_phi) / n_phi
    st = np.sqrt(1 - ct**2)
    dirs = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)),
                     np.outer(ct, np.ones(n_phi))], axis=-1).reshape(-1, 3)
    return dirs, np.repeat(wt, n_phi) * 2 * np.pi / n_phi


DIRS, W = angular_grid(18)
YQ = harmonics(DIRS, 2 * LMAX)


def gaunt_coefficients():
    """Triple integrals; forbidden ones are set to zero exactly, because
    their rounding remnants would multiply very large Hankel functions."""
    pairs = (W[:, None, None] * YQ[:, :NL, None] * YQ[:, None, :NL]).reshape(len(W), -1)
    table = (pairs.T @ YQ).reshape(NL, NL, -1)
    a, b = LS[:, None, None], LS[None, :, None]
    c = l_list(2 * LMAX)[None, None, :]
    allowed = (c <= a + b) & (c >= abs(a - b)) & ((a + b + c) % 2 == 0)
    return np.where(allowed, table, 0.0)


GAUNT = gaunt_coefficients()


def structure_constants(shift):
    """Shift = receiving centre minus emitting centre."""
    l2 = l_list(2 * LMAX)
    power = LS[:, None, None] + l2[None, None, :] - LS[None, :, None]
    phase = np.array([1, 1j, -1, -1j])[power % 4]
    return -4j * np.pi * K * np.sum(phase * GAUNT * outgoing(shift, 2*LMAX), axis=-1)


def gauss(cuts, order=18):
    x, w = np.polynomial.legendre.leggauss(order)
    xs = [0.5 * (b - a) * x + 0.5 * (a + b) for a, b in zip(cuts[:-1], cuts[1:])]
    ws = [0.5 * (b - a) * w for a, b in zip(cuts[:-1], cuts[1:])]
    return np.concatenate(xs), np.concatenate(ws)


def series_coefficients(l, depth, radius):
    c = [1.0]
    for n in range(1, 60):
        older = c[n - 2] if n > 1 else 0.0
        value = radius**2 * (-(ENERGY + depth) * c[n - 1] + depth * older)
        c.append(value / (2 * n * (2 * l + 2 * n + 1)))
    return np.array(c)


def regular_edge(l, depth, radius):
    """Value and slope of the unnormalized regular solution at the sphere."""
    c = series_coefficients(l, depth, radius)
    return c.sum(), np.sum(c * (l + 2 * np.arange(len(c)))) / radius


class Scatterer:
    """Well V(r) = -depth (1 - r^2/radius^2) inside its sphere."""

    def __init__(self, centre, radius, depth, lmax):
        self.centre, self.radius, self.depth = np.array(centre), radius, depth
        self.t, self.coef, self.hsol, self.jsol = [], [], [], []
        x = K * radius
        for l in range(lmax + 1):
            p, dp = regular_edge(l, depth, radius)
            j, dj = spherical_jn(l, x), K * spherical_jn(l, x, True)
            h, dh = hankel(l, x), K * hankel(l, x, True)
            amp, t = np.linalg.solve([[p, 1j*K*h], [dp, 1j*K*dh]], [j, dj])
            self.t.append(t)
            self.coef.append(amp * series_coefficients(l, depth, radius))
            self.hsol.append(self.inward(l, h, dh))
            self.jsol.append(self.inward(l, j, dj))
        self.t = np.array(self.t)

    def potential(self, r):
        return -self.depth * (1 - (r / self.radius)**2)

    def inward(self, l, value, slope):
        def rhs(r, y):
            q = l * (l + 1) / r**2 + self.potential(r) - ENERGY
            return np.array([y[1], -2 * y[1] / r + q * y[0]])
        return solve_ivp(rhs, (self.radius, 0.4), np.array([value, slope]),
                         method="DOP853", dense_output=True, rtol=1e-12,
                         atol=1e-18, max_step=0.02).sol

    def R(self, l, r):
        x = r / self.radius
        return x**l * polyval(x**2, self.coef[l])

    def dR(self, l, r):
        x = r / self.radius
        c = self.coef[l]
        return x**(l - 1.0) * polyval(x**2, c*(l + 2*np.arange(len(c)))) / self.radius

    def H(self, l, r):
        return self.hsol[l](r)[0]

    def J(self, l, r):
        return self.jsol[l](r)[0]

    def Z(self, l, r):
        return self.R(l, r) / self.t[l]


SITES = [Scatterer((0.0, 0.0, 0.0), 1.2, 6.0, LMAX),
         Scatterer((3.0, 0.4, 0.2), 1.0, 3.0, LMAX),
         Scatterer((1.0, 2.8, 1.2), 1.1, 9.0, LMAX)]
BLOCKS = {(n, m): structure_constants(SITES[n].centre - SITES[m].centre)
          for n in range(3) for m in range(3) if n != m}


def solve_cluster(lmax):
    """Structural Green function and tau from two separate linear problems,
    balanced with sqrt|t| because t varies by many orders of magnitude."""
    size = (lmax + 1)**2
    g = np.zeros((3 * size, 3 * size), complex)
    for (n, m), block in BLOCKS.items():
        g[n*size:(n+1)*size, m*size:(m+1)*size] = block[:size, :size]
    t = np.concatenate([s.t[LS[:size]] for s in SITES])
    balance = np.sqrt(np.outer(abs(t), abs(t)))
    unit = t / abs(t)
    gb = g * balance
    structural = np.linalg.solve(np.eye(3*size) - gb * unit[None, :], gb) / balance
    tau = np.linalg.inv(np.diag(1 / unit) - gb) * balance
    return size, t, structural, tau


def juelich_parts(n, L, r, m, M, s, structural, size):
    a, b = SITES[n], SITES[m]
    back = a.R(LS[L], r) * structural[n*size + L, m*size + M] * b.R(LS[M], s)
    single = 0.0
    if n == m and L == M:
        single = -1j*K * a.R(LS[L], np.minimum(r, s)) * a.H(LS[L], np.maximum(r, s))
    return single, back


def juelich(*args):
    return sum(juelich_parts(*args))


def orb_parts(n, L, r, m, M, s, tau, size):
    a, b = SITES[n], SITES[m]
    first = a.Z(LS[L], r) * tau[n*size + L, m*size + M] * b.Z(LS[M], s)
    second = 0.0
    if n == m and L == M:
        second = a.Z(LS[L], min(r, s)) * a.J(LS[L], max(r, s))
    return first, second


def dyson_right_side(n, L, r, m, M, s, structural, size):
    """G0 + G0 V G by quadrature, with displaced waves evaluated directly."""
    l = LS[L]
    jr = spherical_jn(l, K * r)

    def kernel(x):
        lo, hi = np.minimum(r, x), np.maximum(r, x)
        return -1j * K * spherical_jn(l, K * lo) * hankel(l, K * hi)

    if n == m:
        total = kernel(s) if L == M else 0.0
    else:
        shell = s * DIRS + SITES[m].centre - SITES[n].centre
        total = jr * np.sum(W * YQ[:, M] * -1j * K * outgoing(shell, l)[:, L])
    for p, site in enumerate(SITES):
        cuts = {0.0, site.radius}
        if p == m:
            cuts.add(s)
        if p == n:
            cuts.add(r)
        x, w = gauss(sorted(cuts))
        weight = w * x**2 * site.potential(x)
        if p == n:
            inner = juelich(n, L, x, m, M, s, structural, size)
            total = total + np.sum(weight * kernel(x) * inner)
        else:
            pts = x[:, None, None] * DIRS + site.centre - SITES[n].centre
            wave = -1j * K * outgoing(pts, l)[..., L]
            overlap = (wave * W) @ YQ[:, :size]
            field = np.stack([juelich(p, q, x, m, M, s, structural, size)
                              for q in range(size)], axis=-1)
            total = total + jr * np.sum(weight * np.sum(overlap * field, axis=-1))
    return total


def cf(z, digits=7):
    z = complex(z)
    return f"{z.real:.{digits}f} {z.imag:+.{digits}f} i"


RA, RB = 0.6, 0.9

# Free Green function: angular projection of the closed form
far = np.array([0.7, -0.9, 1.1])
dist = np.linalg.norm(RA * DIRS - far, axis=1)
projected = (W * -np.exp(1j * K * dist) / (4 * np.pi * dist)) @ YQ[:, :NL]
expected = -1j * K * spherical_jn(LS, K * RA) * outgoing(far, LMAX)
assert np.max(abs(projected - expected)) < 1e-9

# Structure constants: angular projection of displaced outgoing waves on a
# unit sphere; the fine grid keeps high partial waves out of the projection
fine_dirs, fine_w = angular_grid(32)
fine_y = harmonics(fine_dirs, LMAX) * fine_w[:, None]
structure_error = 0.0
for (n, m), block in BLOCKS.items():
    waves = -1j * K * outgoing(fine_dirs + SITES[n].centre - SITES[m].centre, LMAX)
    projected = fine_y.T @ waves
    difference = projected - spherical_jn(LS, K)[:, None] * block
    error = np.max(abs(difference) / np.max(abs(projected), axis=0))
    structure_error = max(structure_error, error)
assert structure_error < 1e-9

# Single-site relations
worst_link = 0.0
for site in SITES:
    x, w = gauss([0.0, site.radius], 30)
    for l in range(LMAX + 1):
        t = site.t[l]
        integral = np.sum(w * x**2 * spherical_jn(l, K*x) * site.potential(x) * site.R(l, x))
        assert abs(integral / t - 1) < 1e-8
        assert abs(t.imag + K * abs(t)**2) < 1e-11
        h, dh = site.hsol[l](RA)
        wronskian = RA**2 * (site.R(l, RA) * dh - site.dR(l, RA) * h)
        assert abs(wronskian * K / 1j - 1) < 1e-7
        link = site.R(l, RA) - site.J(l, RA)
        target = -1j * K * t * site.H(l, RA)
        worst_link = max(worst_link, abs(link / target - 1))
        z = site.Z(l, RA)
        assert abs(z.imag) < 1e-8 * abs(z)
assert worst_link < 1e-6

# Scattering path operator against the structural Green function
size, tvec, GS, TAU = solve_cluster(LMAX)
scale = np.sqrt(np.outer(abs(tvec), abs(tvec)))
tau_error = np.max(abs(TAU - np.diag(tvec) - tvec[:, None] * GS * tvec) / scale)
assert tau_error < 1e-9

# Dyson equation and equality of the two forms, on-site and off-site
cases = [(0, 0, RA, 0, 0, RB), (0, 2, RA, 0, 0, RB), (0, 3, RA, 1, 1, RB),
         (0, 6, RB, 2, 3, RA), (1, 4, RA, 0, 2, RB), (2, 1, RB, 2, 1, RA)]
dyson_error = form_error = 0.0
for case in cases:
    value = juelich(*case, GS, size)
    first, second = orb_parts(*case, TAU, size)
    rhs_value = dyson_right_side(*case, GS, size)
    dyson_error = max(dyson_error, abs(rhs_value / value - 1))
    form_error = max(form_error, abs((first - second) / value - 1))
assert dyson_error < 1e-7
assert form_error < 1e-7

print(f"energy E = {ENERGY:.3f} Ry, k = {K:.6f} 1/bohr, main cutoff lmax = {LMAX}")
for i, site in enumerate(SITES, 1):
    print(f"site {i}: centre {site.centre.tolist()} bohr, S = {site.radius} bohr,"
          f" V0 = {site.depth} Ry")
for (i, j) in ((0, 1), (0, 2), (1, 2)):
    d = np.linalg.norm(SITES[i].centre - SITES[j].centre)
    assert d > SITES[i].radius + SITES[j].radius
    print(f"distance {i+1}-{j+1} = {d:.4f} bohr")
for l in range(LMAX + 1):
    t = SITES[0].t[l]
    print(f"site 1: t_{l} = {t.real:.6e} {t.imag:+.6e} i Ry bohr^3")
for i in (1, 2):
    print(f"site {i+1}: t_0 = {cf(SITES[i].t[0])} Ry bohr^3")

print(f"elements at radii r = {RA} and r' = {RB} bohr, in 1/(Ry bohr^3):")
case = (0, 0, RA, 0, 0, RB)
single, back = juelich_parts(*case, GS, size)
first, second = orb_parts(*case, TAU, size)
print("site 1, s-s: tau_00 =", cf(TAU[0, 0]), "Ry bohr^3")
print("site 1, s-s: structural G_00 =", cf(GS[0, 0]), "1/(Ry bohr^3)")
print("site 1, s-s: -ik R H =", cf(single))
print("site 1, s-s: R G R   =", cf(back))
print("site 1, s-s: Juelich sum =", cf(single + back))
print("site 1, s-s: Z tau Z =", cf(first))
print("site 1, s-s: Z J     =", cf(second))
print("site 1, s-s: Oak Ridge-Bristol difference =", cf(first - second))
case = (0, 0, RA, 1, 0, RB)
print("sites 1-2, s-s: R G R   =", cf(juelich(*case, GS, size)))
print("sites 1-2, s-s: Z tau Z =", cf(orb_parts(*case, TAU, size)[0]))

# Point-to-point Green function between two different spheres
p1, p2 = np.array([0.3, 0.4, 0.5]), np.array([-0.4, 0.2, 0.3])
r1, r2 = np.linalg.norm(p1), np.linalg.norm(p2)
y1, y2 = harmonics(p1, LMAX), harmonics(p2, LMAX)
left_R = y1 * np.array([SITES[0].R(l, r1) for l in LS])
right_R = y2 * np.array([SITES[1].R(l, r2) for l in LS])
left_Z = y1 * np.array([SITES[0].Z(l, r1) for l in LS])
right_Z = y2 * np.array([SITES[1].Z(l, r2) for l in LS])
point_j = left_R @ GS[:size, size:2*size] @ right_R
point_o = left_Z @ TAU[:size, size:2*size] @ right_Z
assert abs(point_j / point_o - 1) < 1e-8
print(f"points: {p1.tolist()} from site 1, {p2.tolist()} from site 2, bohr")
print("G(r,r') Juelich           =", cf(point_j), "1/(Ry bohr^3)")
print("G(r,r') Oak Ridge-Bristol =", cf(point_o), "1/(Ry bohr^3)")

# Spherically averaged density of states and the angular-momentum cutoff
densities, mismatches = [], []
print(f"density of states per spin at r = {RA} bohr in site 1, 1/(Ry bohr^3):")
for cutoff in range(1, LMAX + 1):
    nsize, _, gs, tau = solve_cluster(cutoff)
    dj = -sum(juelich(0, L, RA, 0, L, RA, gs, nsize).imag
              for L in range(nsize)) / (4 * np.pi**2)
    do = -sum(SITES[0].Z(LS[L], RA).real**2 * tau[L, L].imag
              for L in range(nsize)) / (4 * np.pi**2)
    densities.append(dj)
    mismatches.append(abs(dj - do) / abs(dj))
    print(f"  lmax {cutoff}: Juelich {dj:.9f}, Z Im(tau) Z {do:.9f}")
assert max(mismatches) < 1e-7
assert abs(densities[0] / densities[-1] - 1) > 100 * max(mismatches)
assert abs(densities[-1] / densities[-2] - 1) < 1e-3
print(f"density, lmax {LMAX}: {densities[-1] / RYD_EV:.8f} 1/(eV bohr^3)")
print(f"free-electron density: {K / (4 * np.pi**2):.9f} 1/(Ry bohr^3)")

# A well tuned to a zero of t_0
S0 = SITES[0].radius


def zero_condition(depth):
    p, dp = regular_edge(0, depth, S0)
    return spherical_jn(0, K*S0) * dp - K * spherical_jn(0, K*S0, True) * p


grid = np.linspace(2.0, 60.0, 117)
signs = np.sign([zero_condition(v) for v in grid])
k0 = int(np.nonzero(signs[:-1] * signs[1:] < 0)[0][0])
root = brentq(zero_condition, grid[k0], grid[k0 + 1], xtol=1e-13)
exact_zero = Scatterer((0.0, 0.0, 0.0), S0, root, 0)
near_zero = Scatterer((0.0, 0.0, 0.0), S0, root * (1 + 1e-4), 0)
at_root = -1j * K * exact_zero.R(0, RA) * exact_zero.H(0, RB)
near_j = -1j * K * near_zero.R(0, RA) * near_zero.H(0, RB)
zr = near_zero.Z(0, RA) * near_zero.R(0, RB)
zj = near_zero.Z(0, RA) * near_zero.J(0, RB)
assert abs(exact_zero.t[0]) < 1e-10
assert abs(zr) > 100 * abs(near_j)
assert abs((zr - zj) / near_j - 1) < 1e-4
assert abs(near_j / at_root - 1) < 1e-2
print(f"isolated well, S = {S0} bohr: t_0 = 0 at V0 = {root:.6f} Ry")
print("at the zero: -ik R H =", cf(at_root), "1/(Ry bohr^3)")
print(f"V0 larger by 1 part in 10^4: |t_0| = {abs(near_zero.t[0]):.4e} Ry bohr^3")
print("  Z R =", cf(zr, 5), "1/(Ry bohr^3)")
print("  Z J =", cf(zj, 5), "1/(Ry bohr^3)")
print("  Z R - Z J =", cf(zr - zj), "1/(Ry bohr^3)")
print("  -ik R H   =", cf(near_j), "1/(Ry bohr^3)")

print(f"largest scaled error of the structure constants = {structure_error:.1e}")
print(f"largest relative Dyson residual = {dyson_error:.1e}")
print(f"largest relative difference of the two forms = {form_error:.1e}")
print(f"largest scaled error of tau = t + t G t: {tau_error:.1e}")
print(f"largest relative error of R - J = -ik t H: {worst_link:.1e}")
print("all tests passed")
```

Printed output:

```
energy E = 0.500 Ry, k = 0.707107 1/bohr, main cutoff lmax = 5
site 1: centre [0.0, 0.0, 0.0] bohr, S = 1.2 bohr, V0 = 6.0 Ry
site 2: centre [3.0, 0.4, 0.2] bohr, S = 1.0 bohr, V0 = 3.0 Ry
site 3: centre [1.0, 2.8, 1.2] bohr, S = 1.1 bohr, V0 = 9.0 Ry
distance 1-2 = 3.0332 bohr
distance 1-3 = 3.2062 bohr
distance 2-3 = 3.2802 bohr
site 1: t_0 = 5.402404e-01 -1.163331e+00 i Ry bohr^3
site 1: t_1 = -7.557397e-02 -4.050187e-03 i Ry bohr^3
site 1: t_2 = -8.450384e-04 -5.049380e-07 i Ry bohr^3
site 1: t_3 = -7.294906e-06 -3.762915e-11 i Ry bohr^3
site 1: t_4 = -4.363967e-08 -1.346629e-15 i Ry bohr^3
site 1: t_5 = -1.881636e-10 -2.503550e-20 i Ry bohr^3
site 2: t_0 = -0.5835451 -0.3077634 i Ry bohr^3
site 3: t_0 = 0.6971309 -0.8254643 i Ry bohr^3
elements at radii r = 0.6 and r' = 0.9 bohr, in 1/(Ry bohr^3):
site 1, s-s: tau_00 = 0.5718893 -1.1162104 i Ry bohr^3
site 1, s-s: structural G_00 = -0.0342940 -0.0037818 i 1/(Ry bohr^3)
site 1, s-s: -ik R H = 1.1290519 -0.6231151 i
site 1, s-s: R G R   = 0.0169521 +0.0252391 i
site 1, s-s: Juelich sum = 1.1460040 -0.5978760 i
site 1, s-s: Z tau Z = 0.3063212 -0.5978760 i
site 1, s-s: Z J     = -0.8396828 +0.0000000 i
site 1, s-s: Oak Ridge-Bristol difference = 1.1460040 -0.5978760 i
sites 1-2, s-s: R G R   = 0.1503465 +0.5809759 i
sites 1-2, s-s: Z tau Z = 0.1503465 +0.5809759 i
points: [0.3, 0.4, 0.5] from site 1, [-0.4, 0.2, 0.3] from site 2, bohr
G(r,r') Juelich           = 0.0049293 +0.0199785 i 1/(Ry bohr^3)
G(r,r') Oak Ridge-Bristol = 0.0049293 +0.0199785 i 1/(Ry bohr^3)
density of states per spin at r = 0.6 bohr in site 1, 1/(Ry bohr^3):
  lmax 1: Juelich 0.029443038, Z Im(tau) Z 0.029443038
  lmax 2: Juelich 0.029450786, Z Im(tau) Z 0.029450786
  lmax 3: Juelich 0.029450459, Z Im(tau) Z 0.029450459
  lmax 4: Juelich 0.029450443, Z Im(tau) Z 0.029450443
  lmax 5: Juelich 0.029450442, Z Im(tau) Z 0.029450442
density, lmax 5: 0.00216457 1/(eV bohr^3)
free-electron density: 0.017911224 1/(Ry bohr^3)
isolated well, S = 1.2 bohr: t_0 = 0 at V0 = 23.863752 Ry
at the zero: -ik R H = 0.2717138 +0.1923159 i 1/(Ry bohr^3)
V0 larger by 1 part in 10^4: |t_0| = 5.6980e-04 Ry bohr^3
  Z R = 477.54074 +0.19241 i 1/(Ry bohr^3)
  Z J = 477.26913 -0.00000 i 1/(Ry bohr^3)
  Z R - Z J = 0.2716092 +0.1924052 i 1/(Ry bohr^3)
  -ik R H   = 0.2716092 +0.1924052 i 1/(Ry bohr^3)
largest scaled error of the structure constants = 3.2e-14
largest relative Dyson residual = 5.0e-15
largest relative difference of the two forms = 6.6e-16
largest scaled error of tau = t + t G t: 5.7e-16
largest relative error of R - J = -ik t H: 1.9e-12
all tests passed
```
